# The Feynman–Kac formula and the classical bound on the quantum partition function: a program that tests the result

```python
"""Feynman-Kac formula and the classical upper bound on the partition function.

Rydberg units (hbar = 1, electron mass = 1/2): H = -d^2/dx^2 + V(x).
Kernel of exp(-beta H):
  K(x,y) = K0(x,y) * E[exp(-integral_0^beta V(path) dt)],
  K0 = exp(-(x-y)^2/(4 beta))/sqrt(4 pi beta),
  path = x + (y-x) t/beta + b(t), b a Brownian bridge with covariance
  2 (min(s,t) - s t/beta).
Result under test: Z = Tr exp(-beta H) < Z_cl,
  Z_cl = integral exp(-beta V) dx / sqrt(4 pi beta),
and the lower bound from V smeared by a Gaussian of variance beta/6.
Reference: diagonalization of H on a sinc grid.
"""
import numpy as np
from scipy.constants import physical_constants, e as charge, k as boltzmann

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
RY_KELVIN = RY_EV * charge / boltzmann

h = 0.1
mid = 90
grid = h * np.arange(-mid, mid + 1)
diff = np.arange(grid.size)[:, None] - np.arange(grid.size)[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2) / h**2


def index(x):
    return mid + int(round(x / h))


def solve(V):
    return np.linalg.eigh(kinetic + np.diag(V(grid)))


def kernel(solution, x, y, beta):
    energy, vec = solution
    return np.sum(vec[index(x)] * vec[index(y)] * np.exp(-beta * energy)) / h


def z_quantum(solution, beta):
    return np.sum(np.exp(-beta * solution[0]))


def z_classical(V, beta):
    return h * np.sum(np.exp(-beta * V(grid))) / np.sqrt(4 * np.pi * beta)


def z_lower(V, beta):
    u, w = np.polynomial.hermite.hermgauss(30)
    shifted = grid[:, None] + np.sqrt(2 * beta / 6) * u[None, :]
    smeared = V(shifted) @ w / np.sqrt(np.pi)
    return h * np.sum(np.exp(-beta * smeared)) / np.sqrt(4 * np.pi * beta)


def free_kernel(x, y, beta):
    return np.exp(-(x - y)**2 / (4 * beta)) / np.sqrt(4 * np.pi * beta)


def quartic(x):
    return (x * x)**2


def harmonic(x):
    return x * x


def double_well(x):
    return (x * x - 2)**2


beta = 1.0
xa, ya = 0.5, -0.3
quartic_sol = solve(quartic)
Z = z_quantum(quartic_sol, beta)
Zcl = z_classical(quartic, beta)
print(f"beta = {beta:.1f} 1/Ry, temperature = {RY_KELVIN / beta:.0f} K")
print(f"quartic ground-state energy = {quartic_sol[0][0]:.6f} Ry")

# Dyson terms for the bounded potential lam*exp(-x^2): derivatives in lam of
# the diagonalized kernel against Gaussian averages over the bridge.
step = 0.01
k_plus, k_zero, k_minus = [
    kernel(solve(lambda x, g=g: g * np.exp(-x * x)), xa, ya, beta)
    for g in (step, 0.0, -step)]
first_num = (k_plus - k_minus) / (2 * step)
second_num = (k_plus - 2 * k_zero + k_minus) / step**2
node, weight = np.polynomial.legendre.leggauss(30)
node, weight = (node + 1) / 2, weight / 2


def mean_path(t):
    return xa + (ya - xa) * t / beta


t1 = beta * node
var1 = 2 * t1 * (beta - t1) / beta
avg1 = np.exp(-mean_path(t1)**2 / (1 + 2 * var1)) / np.sqrt(1 + 2 * var1)
K0 = free_kernel(xa, ya, beta)
first_bridge = -K0 * beta * np.sum(weight * avg1)
second_bridge = 0.0
for a, wa in zip(node, weight):
    for b, wb in zip(node, weight):
        late, early = beta * a, beta * a * b
        times = np.array([early, late])
        cov = 2 * (np.minimum.outer(times, times) - np.outer(times, times) / beta)
        M = np.eye(2) + 2 * cov
        m = mean_path(times)
        avg2 = np.exp(-m @ np.linalg.solve(M, m)) / np.sqrt(np.linalg.det(M))
        second_bridge += 2 * K0 * wa * wb * beta * late * avg2
assert abs(k_zero / K0 - 1) < 1e-9
# Finite differences carry a relative error of order step^2/6.
assert abs(first_num / first_bridge - 1) < 3e-5
assert abs(second_num / second_bridge - 1) < 3e-5
print(f"Dyson test points: x = {xa} bohr, y = {ya} bohr")
print(f"free kernel K0(x,y) = {K0:.6f} 1/bohr")
print(f"1st derivative in lam: grid {first_num:.6f}, bridge {first_bridge:.6f} 1/(bohr Ry)")
print(f"2nd derivative in lam: grid {second_num:.6f}, bridge {second_bridge:.6f} 1/(bohr Ry^2)")

# Sampled Brownian bridges for the unbounded quartic potential.
rng = np.random.default_rng(12345)
n_path, n_slice = 20000, 64
time = np.linspace(0, beta, n_slice + 1)
walk = np.zeros((n_path, n_slice + 1))
walk[:, 1:] = np.cumsum(
    rng.normal(0, np.sqrt(2 * beta / n_slice), (n_path, n_slice)), axis=1)
bridge = walk - walk[:, -1:] * time / beta
trapezoid = np.full(n_slice + 1, beta / n_slice)
trapezoid[[0, -1]] /= 2
sample = K0 * np.exp(-quartic(mean_path(time) + bridge) @ trapezoid)
K_mc, K_err = sample.mean(), sample.std() / np.sqrt(n_path)
K_ref = kernel(quartic_sol, xa, ya, beta)
dx = 0.2
loop_sum = np.zeros(n_path)
for x in dx * np.arange(-25, 26):
    loop_sum += dx * np.exp(-quartic(x + bridge) @ trapezoid)
loop_sum /= np.sqrt(4 * np.pi * beta)
Z_mc, Z_err = loop_sum.mean(), loop_sum.std() / np.sqrt(n_path)
# Four standard errors plus an allowance for the finite time step.
assert abs(K_mc - K_ref) < 4 * K_err + 1e-3 * K_ref
assert abs(Z_mc - Z) < 4 * Z_err + 1e-3 * Z
assert K_err < 0.01 * K_ref and Z_err < 0.01 * Z
print(f"sampled bridges = {n_path}, time slices = {n_slice}")
print(f"quartic K(x,y): bridges {K_mc:.5f} +- {K_err:.5f}, grid {K_ref:.5f} 1/bohr")
print(f"quartic Z: bridges {Z_mc:.5f} +- {Z_err:.5f}, grid {Z:.5f}")

# Finite number of beads, by repeated quadrature.
Z_bead = {}
for P in (2, 4, 8, 16, 32, 64):
    tau = beta / P
    link = h * free_kernel(grid[:, None], grid[None, :], tau)
    link = link * np.exp(-tau * quartic(grid))[None, :]
    Z_bead[P] = np.trace(np.linalg.matrix_power(link, P))
    assert Z_bead[P] < Zcl
    print(f"beads P = {P:2d}: Z_P = {Z_bead[P]:.6f}")
ratio = (Z_bead[32] - Z) / (Z_bead[64] - Z)
assert abs(ratio - 4) < 0.1
print(f"error ratio (P = 32)/(P = 64) = {ratio:.3f}")

# Local densities: the smoothed classical density bounds K(x,x).
u = np.linspace(-8, 8, 321)
normal = np.exp(-u * u / 2)
normal /= normal.sum()
smooth = np.zeros(grid.size)
for t, w in zip(t1, weight):
    width = np.sqrt(2 * t * (beta - t) / beta)
    smooth += w * np.exp(-beta * quartic(grid[:, None] + width * u)) @ normal
smooth /= np.sqrt(4 * np.pi * beta)
local_cl = np.exp(-beta * quartic(grid)) / np.sqrt(4 * np.pi * beta)
assert abs(h * smooth.sum() / Zcl - 1) < 1e-8
for x in (0.0, 0.5, 1.0, 1.5, 2.0):
    assert kernel(quartic_sol, x, x, beta) < smooth[index(x)]
assert kernel(quartic_sol, 0, 0, beta) < local_cl[index(0)]
assert kernel(quartic_sol, 2, 2, beta) > local_cl[index(2)]
for x in (0.0, 2.0):
    print(f"x = {x:.0f} bohr: K(x,x) = {kernel(quartic_sol, x, x, beta):.3e}, "
          f"classical {local_cl[index(x)]:.3e}, smoothed {smooth[index(x)]:.3e} 1/bohr")

# Variance of the bridge about its time average, from the covariance alone.
n = 400
tm = (np.arange(n) + 0.5) * beta / n
C = 2 * (np.minimum.outer(tm, tm) - np.outer(tm, tm) / beta)
row = C.mean(axis=1)
centred_var = np.diag(C) - 2 * row + C.mean()
assert np.max(np.abs(centred_var - beta / 6)) < 1e-4
print(f"variance about centroid: min {centred_var.min():.5f}, "
      f"max {centred_var.max():.5f} bohr^2")

# Both bounds over a range of temperatures.
well_sol = solve(double_well)
print("quartic: beta (1/Ry), lower bound, Z, Z_cl, Z_cl/Z")
for bt in (0.1, 0.5, 1.0, 2.0, 4.0):
    for V, sol in ((quartic, quartic_sol), (double_well, well_sol)):
        assert z_lower(V, bt) < z_quantum(sol, bt) < z_classical(V, bt)
    low, zq, zc = z_lower(quartic, bt), z_quantum(quartic_sol, bt), z_classical(quartic, bt)
    print(f"  {bt:.1f}  {low:.6f}  {zq:.6f}  {zc:.6f}  {zc / zq:.4f}")
F_q, F_cl, F_up = [-np.log(z) / beta for z in (Z, Zcl, z_lower(quartic, beta))]
print(f"quartic free energy at beta = 1: quantum {F_q:.5f} Ry = {F_q * RY_EV:.4f} eV")
print(f"  classical (lower limit) {F_cl:.5f} Ry = {F_cl * RY_EV:.4f} eV")
print(f"  smeared (upper limit) {F_up:.5f} Ry = {F_up * RY_EV:.4f} eV")

# Harmonic oscillator V = x^2, level spacing omega = 2 Ry: closed forms.
harm_sol = solve(harmonic)
omega = 2.0
for bt in (1.0, 2.0):
    q = bt * omega
    assert abs(z_quantum(harm_sol, bt) * 2 * np.sinh(q / 2) - 1) < 1e-9
    assert abs(z_classical(harmonic, bt) * q - 1) < 1e-9
    assert abs(z_lower(harmonic, bt) * q * np.exp(q * q / 24) - 1) < 1e-9
zh, zh_cl = z_quantum(harm_sol, beta), z_classical(harmonic, beta)
print(f"harmonic, omega = {omega:.0f} Ry, beta = 1: lower {z_lower(harmonic, beta):.6f}, "
      f"Z {zh:.6f}, Z_cl {zh_cl:.6f}")

# Two non-interacting bosons: sum over pairs of levels i <= j.
levels = harm_sol[0][:60]
pair = np.exp(-beta * (levels[:, None] + levels[None, :]))
Z_bose = np.sum(np.triu(pair))
assert abs(Z_bose - (zh**2 + z_quantum(harm_sol, 2 * beta)) / 2) < 1e-9
assert zh**2 < zh_cl**2 and Z_bose > zh_cl**2 / 2
print(f"two distinguishable particles: Z = {zh**2:.6f}, classical {zh_cl**2:.6f}")
print(f"two bosons: Z = {Z_bose:.6f}, classical/2! = {zh_cl**2 / 2:.6f}")
print("checks complete")
```

It prints:

```
beta = 1.0 1/Ry, temperature = 157888 K
quartic ground-state energy = 1.060362 Ry
Dyson test points: x = 0.5 bohr, y = -0.3 bohr
free kernel K0(x,y) = 0.240385 1/bohr
1st derivative in lam: grid -0.179877, bridge -0.179875 1/(bohr Ry)
2nd derivative in lam: grid 0.138708, bridge 0.138707 1/(bohr Ry^2)
sampled bridges = 20000, time slices = 64
quartic K(x,y): bridges 0.17490 +- 0.00044, grid 0.17518 1/bohr
quartic Z: bridges 0.36902 +- 0.00050, grid 0.36930
beads P =  2: Z_P = 0.422742
beads P =  4: Z_P = 0.386346
beads P =  8: Z_P = 0.374051
beads P = 16: Z_P = 0.370528
beads P = 32: Z_P = 0.369607
beads P = 64: Z_P = 0.369373
error ratio (P = 32)/(P = 64) = 3.990
x = 0 bohr: K(x,x) = 2.180e-01, classical 2.821e-01, smoothed 2.404e-01 1/bohr
x = 2 bohr: K(x,x) = 4.282e-04, classical 3.175e-08, smoothed 1.213e-02 1/bohr
variance about centroid: min 0.16667, max 0.16667 bohr^2
quartic: beta (1/Ry), lower bound, Z, Z_cl, Z_cl/Z
  0.1  2.845099  2.845239  2.875717  1.0107
  0.5  0.761287  0.765417  0.860040  1.1236
  1.0  0.355161  0.369295  0.511383  1.3848
  2.0  0.084790  0.120446  0.304070  2.5245
  4.0  0.000298  0.014387  0.180801  12.5670
quartic free energy at beta = 1: quantum 0.99616 Ry = 13.5534 eV
  classical (lower limit) 0.67064 Ry = 9.1245 eV
  smeared (upper limit) 1.03518 Ry = 14.0844 eV
harmonic, omega = 2 Ry, beta = 1: lower 0.423241, Z 0.425459, Z_cl 0.500000
two distinguishable particles: Z = 0.181015, classical 0.250000
two bosons: Z = 0.159438, classical/2! = 0.125000
checks complete
```
